\section*{Casida Equation for Minimal-Basis H2: Excitation Energies and Oscillator Strength}

\section*{Question}

A hydrogen molecule has its nuclei on the $z$ axis at $z=\pm R/2$, with $R=1.4$ bohr, close to its equilibrium distance. The STO-3G basis supplies one real, normalized, spherical function per atom, $a$ at $+R/2$ and $b$ at $-R/2$, with overlap $S=\langle a|b\rangle$. Symmetry fixes the two molecular orbitals:
\[
g=\frac{a+b}{\sqrt{2(1+S)}},\qquad u=\frac{a-b}{\sqrt{2(1-S)}} .
\]
In the ground state $g$ holds one electron of each spin and $u$ is empty. Atomic units are used. Exchange is treated in the local spin-density approximation and correlation is omitted:
\[
E_x=-\frac34\left(\frac6\pi\right)^{1/3}\sum_{\sigma}\int\rho_\sigma^{4/3}\,d^3r .
\]
The approximation is adiabatic: the potential at time $t$ is the ground-state expression evaluated with the density at time $t$. Define
\[
J=\iint\frac{g(\mathbf r)u(\mathbf r)\,g(\mathbf r')u(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',\qquad
X=\int g^2u^2f_x\,d^3r ,
\]
where $f_x=\partial v_{x\sigma}/\partial\rho_\sigma$ is taken at the ground-state density and $v_{x\sigma}$ is the exchange potential. The data, with energies in hartree, are
\[
\varepsilon_g=-0.2922,\quad \varepsilon_u=0.4558,\quad J=0.1813,\quad X=-0.1319,\quad S=0.6593 .
\]

\begin{enumerate}
\item[(a)] Find $f_x$, explain the sign of $X$, and write down the $2\times2$ matrix $K_{\sigma\tau}$ that couples the excitations $g\to u$ of the two spins.
\item[(b)] Linearize the time-dependent Kohn--Sham equations and obtain the Casida matrix $\Omega$, in symbols and in numbers.
\item[(c)] Find the excitation energies and identify the singlet and the triplet.
\item[(d)] What does each part of the kernel do to the two energies? When does the result fail?
\item[(e)] Find $d=\langle g|z|u\rangle$ and the oscillator strengths. Compare with the sum rule for a complete basis.
\item[(f)] Repeat the calculation with a short program.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) The kernel}

The first derivative of the exchange energy density with respect to $\rho_\sigma$ is the potential, and the second is the kernel:
\[
v_{x\sigma}=-\left(\frac{6\rho_\sigma}{\pi}\right)^{1/3},\qquad
f_x=-\frac13\left(\frac6\pi\right)^{1/3}\rho_\sigma^{-2/3}.
\]
Since $v_{x\sigma}$ contains the density of its own spin alone, exchange does not couple opposite spins. In the ground state $\rho_\sigma=g^2$, so $g^2\rho_\sigma^{-2/3}=|g|^{2/3}$ and
\[
X=-\frac13\left(\frac6\pi\right)^{1/3}\int |g|^{2/3}u^2\,d^3r<0 .
\]
The Hartree potential depends on the total density and acts equally on both spins. It therefore contributes $J$ to every element:
\[
K=\begin{pmatrix}J+X&J\\ J&J+X\end{pmatrix}
=\begin{pmatrix}0.0494&0.1813\\0.1813&0.0494\end{pmatrix}\ \text{hartree}.
\]

\subsection*{(b) The Casida matrix}

Let a weak disturbance mix a little $u$ into each occupied orbital:
\[
\psi_\sigma=(g+b_\sigma u)e^{-i\varepsilon_gt},\qquad b_\sigma=x_\sigma+iy_\sigma,\qquad |b_\sigma|\ll1 .
\]
To first order the density changes by
\[
\delta\rho_\sigma=(b_\sigma+b_\sigma^*)gu=2x_\sigma gu .
\]
This changes the Kohn--Sham Hamiltonian by $\delta H_\sigma$, with
\[
\langle u|\delta H_\sigma|g\rangle=2\sum_\tau K_{\sigma\tau}x_\tau .
\]
The element $\langle g|\delta H_\sigma|g\rangle$ vanishes, because $gu$ is odd under inversion, hence so is $\delta H_\sigma$, while $g^2$ is even. The phase of the $g$ component is thus unchanged to first order.

After the disturbance has ended, insert $\psi_\sigma$ into $i\dot\psi_\sigma=(H_0+\delta H_\sigma)\psi_\sigma$, cancel the common phase and project onto $u$:
\[
\varepsilon_gb_\sigma+i\dot b_\sigma=\varepsilon_ub_\sigma+2\sum_\tau K_{\sigma\tau}x_\tau .
\]
With $\omega_0=\varepsilon_u-\varepsilon_g$ and $i\dot b_\sigma=i\dot x_\sigma-\dot y_\sigma$, the imaginary and real parts are
\begin{align}
\dot x_\sigma&=\omega_0y_\sigma,\\
\dot y_\sigma&=-\omega_0x_\sigma-2\sum_\tau K_{\sigma\tau}x_\tau .
\end{align}
Differentiating the first equation and inserting the second gives
\[
\ddot x_\sigma=-\sum_\tau\Omega_{\sigma\tau}x_\tau,\qquad
\Omega=\omega_0^2\,\mathbf 1+2\omega_0K .
\]
An oscillation $x_\sigma=F_\sigma\sin\omega t$ requires $\Omega F=\omega^2F$. This is the Casida equation for the present case, in which both excitations have the same orbital gap.

The numbers are $\omega_0=0.4558+0.2922=0.7480$ hartree and
\begin{align*}
\Omega_{\uparrow\uparrow}&=0.7480^2+2(0.7480)(0.0494)=0.633406\ \text{hartree}^2,\\
\Omega_{\uparrow\downarrow}&=2(0.7480)(0.1813)=0.271225\ \text{hartree}^2 .
\end{align*}
By symmetry $\Omega_{\downarrow\downarrow}=\Omega_{\uparrow\uparrow}$ and $\Omega_{\downarrow\uparrow}=\Omega_{\uparrow\downarrow}$.

\subsection*{(c) Energies and spin}

A symmetric matrix with equal diagonal elements has the eigenvectors $(1,\pm1)/\sqrt2$ and the eigenvalues $\Omega_{\uparrow\uparrow}\pm\Omega_{\uparrow\downarrow}$.

To assign the spin, expand the determinant of the two disturbed orbitals. To first order, and apart from a common phase, it is the ground-state determinant plus $b_\uparrow D_\uparrow+b_\downarrow D_\downarrow$, so the signs in the eigenvector are the signs with which $D_\uparrow$ and $D_\downarrow$ combine. With $\alpha$ for spin up, $\beta$ for spin down, and electron 1 first in each product, these singly excited determinants are
\[
D_\uparrow=\frac{ug\,\alpha\beta-gu\,\beta\alpha}{\sqrt2},\qquad
D_\downarrow=\frac{gu\,\alpha\beta-ug\,\beta\alpha}{\sqrt2}.
\]
Their sum and difference factorize:
\begin{align*}
D_\uparrow+D_\downarrow&=\frac{(ug+gu)(\alpha\beta-\beta\alpha)}{\sqrt2},\\
D_\uparrow-D_\downarrow&=\frac{(ug-gu)(\alpha\beta+\beta\alpha)}{\sqrt2}.
\end{align*}
The plus sign is the singlet, and the minus sign is the triplet component with zero spin projection. Hence
\begin{align*}
\omega_S^2&=\omega_0^2+2\omega_0(J+X)+2\omega_0J=\omega_0(\omega_0+4J+2X),\\
\omega_T^2&=\omega_0^2+2\omega_0(J+X)-2\omega_0J=\omega_0(\omega_0+2X).
\end{align*}
Numerically,
\begin{align*}
\omega_S^2&=0.7480\times1.2094=0.904631\ \text{hartree}^2,\\
\omega_T^2&=0.7480\times0.4842=0.362182\ \text{hartree}^2,
\end{align*}
and the square roots are
\[
\omega_S=0.951\ \text{hartree}=25.9\ \text{eV},\qquad
\omega_T=0.602\ \text{hartree}=16.4\ \text{eV}.
\]
These energies solve the stated model. They are not predictions for the real molecule, since the model omits correlation, memory in the kernel and all orbitals beyond $g$ and $u$. The missing orbitals matter most. Full configuration interaction in the same two orbitals gives 0.968 and 0.606 hartree, close to the model. In the aug-cc-pVTZ basis the lowest $z$-polarized singlet and the lowest triplet lie at about 0.365 and 0.325 hartree with the same exchange-only kernel, and at about 0.468 and 0.389 hartree with full configuration interaction.

\subsection*{(d) The kernel's effect and its limits}

In the singlet the two spin densities move together, so the total density oscillates and the Hartree term resists. In the triplet they move oppositely. The total density is then unchanged to first order, and $J$ cancels.

With the Hartree kernel alone ($X=0$) the triplet would stay at $\omega_0=0.748$ hartree and the singlet would rise to $\sqrt{\omega_0(\omega_0+4J)}=1.050$ hartree. The exchange kernel is negative and lowers both, to 0.602 and 0.951 hartree. The singlet remains above the orbital gap because $2J+X>0$.

If $J$ and $|X|$ are both much smaller than $\omega_0$, expanding the square roots gives $\omega_S\approx\omega_0+2J+X$ and $\omega_T\approx\omega_0+X$.

The triplet energy is real only if $\omega_0>2|X|$. Otherwise $\omega_T^2<0$, and a small difference between the spin densities grows exponentially: the closed-shell ground state is unstable. This must happen within the model when the bond is stretched far enough. With $A=\langle a|H_0|a\rangle=\langle b|H_0|b\rangle$ and $B=\langle a|H_0|b\rangle$,
\[
\omega_0=\frac{A-B}{1-S}-\frac{A+B}{1+S}\longrightarrow0
\quad\text{as } S,B\to0,
\]
while $u^2\to g^2$ and $X$ tends to a nonzero negative value.

The singlet fails too. Its bracket $\omega_0+4J+2X$ stays finite, so $\omega_S^2\to0$. Yet $ug+gu$ is proportional to $aa-bb$, which places both electrons on one atom, and separating charge in this way costs a finite energy.

\subsection*{(e) Oscillator strengths}

In $\langle a+b|z|a-b\rangle$ the cross terms cancel, because $\langle a|z|b\rangle=\langle b|z|a\rangle$. The remaining averages are $\pm R/2$, so
\[
d=\frac{R/2-(-R/2)}{2\sqrt{1-S^2}}=\frac{R}{2\sqrt{1-S^2}}
=\frac{1.4}{2\sqrt{1-0.6593^2}}=0.9310\ \text{bohr}.
\]

Apply a brief potential $-\kappa z\,\delta(t)$ to both electrons. It multiplies each orbital by $e^{i\kappa z}\approx1+i\kappa z$, so just afterwards $b_\sigma=i\kappa d$, that is, $x_\sigma=0$ and $y_\sigma=\kappa d$. Both spins start alike, which excites the singlet alone. The initial velocity is $\dot x_\sigma(0)=\omega_0\kappa d$, hence
\[
x_\sigma=\frac{\omega_0\kappa d}{\omega_S}\sin\omega_St,\qquad
\langle Z\rangle=\sum_\sigma2x_\sigma d=\frac{4\kappa\omega_0d^2}{\omega_S}\sin\omega_St ,
\]
where $Z=z_1+z_2$.

For comparison, let a many-electron ground state $|0\rangle$ receive the same kick. An excited state $|n\rangle$ acquires the amplitude $i\kappa Z_ne^{-i\omega_nt}$, with $Z_n=\langle n|Z|0\rangle$ and the ground-state phase removed. Therefore
\[
\langle Z\rangle=\sum_n2\kappa|Z_n|^2\sin\omega_nt
=\kappa\sum_n\frac{f_{zz,n}}{\omega_n}\sin\omega_nt,\qquad
f_{zz,n}=2\omega_n|Z_n|^2 .
\]
Matching the two expressions gives $f_{zz}=4\omega_0d^2$ and $|Z_S|=d\sqrt{2\omega_0/\omega_S}=1.168$ bohr. The $x$ and $y$ transition moments vanish because both orbitals are symmetric about the $z$ axis. Averaging over the three directions,
\[
f_S=\frac{f_{zz}}3=\frac43\omega_0d^2
=\frac43(0.7480)(0.866761)=0.864 .
\]
In the triplet $x_\uparrow=-x_\downarrow$, so $\langle Z\rangle=0$ and $f_T=0$.

The kernel has dropped out of $f_S$. It enters $\dot y_\sigma$ but not the initial velocity $\omega_0\kappa d$. With one spatial transition, a kernel that responds to the density alone, as this one does, moves the line without changing its strength. Nonlocal exchange also enters $\dot x_\sigma$ and does change it: time-dependent Hartree--Fock in the same two orbitals gives $f_{zz}=2.66$, while $4\omega_0d^2$ with the Hartree--Fock gap is 4.33.

In a complete basis the factor $e^{i\kappa z}$ gives each electron the extra momentum $\kappa$, so $d\langle Z\rangle/dt=2\kappa$ just after the kick. The response formula gives $\kappa\sum_nf_{zz,n}$ for the same quantity, and therefore $\sum_nf_{zz,n}=2$. The minimal basis gives $f_{zz}=2.593$, which is 30\% above this value. A basis of two orbitals guarantees neither that the kick supplies the momentum $\kappa$ nor that the velocity $d\langle z\rangle/dt$ equals the momentum, and the argument for the sum rule uses both. Hence $f_S$ should be read as a result of this basis and not as an estimate for the molecule: full configuration interaction gives 0.868 in STO-3G but about 0.30 for the lowest $z$-polarized singlet in aug-cc-pVTZ, where $\sum_nf_{zz,n}$ is 2.00.

\subsection*{(f) The calculation by code}

For a normalized eigenvector $F$, the kick $y=\kappa d\,(1,1)$ has the component $\kappa d\,(F_\uparrow+F_\downarrow)$ along $F$. Reading out the dipole $2d(x_\uparrow+x_\downarrow)$ supplies the same sum again, so $f=\tfrac23\omega_0d^2(F_\uparrow+F_\downarrow)^2$. For the singlet the squared sum is 2, as in part (e).

\begin{verbatim}
import numpy as np
w0, J, X, d = 0.4558 + 0.2922, 0.1813, -0.1319, 0.9310
K = np.array([[J + X, J], [J, J + X]])
Omega = w0**2 * np.eye(2) + 2 * w0 * K
w2, F = np.linalg.eigh(Omega)
f = 2 / 3 * w0 * d**2 * F.sum(axis=0)**2
print(np.sqrt(w2), f)
\end{verbatim}

The eigenvalues come in ascending order, so the triplet is first: energies 0.6018 and 0.9511 hartree, strengths 0 (to rounding) and 0.8644.

A separate numerical check propagates the nonlinear Kohn--Sham equations in time, without using $\Omega$. The weak kick is applied to the spin-up electron only, which excites both modes: the singlet appears in the total dipole and the triplet in the difference of the two spin dipoles. With unrounded integrals it reproduces both energies to the six printed decimals, 0.951107 and 0.601870 hartree, and the strength 0.86454. This confirms the linearization and the algebra; it does not test the functional or the basis.

\section*{Values computed for the example and the checks}
\begin{verbatim}
H2, STO-3G, exchange-only LSDA, adiabatic kernel
bond length                       1.4 bohr
overlap S of the two 1s functions 0.6593
Given data (rounded to four decimals)
eps_g                             -0.2922 hartree
eps_u                             0.4558 hartree
J = (gu|gu)                       0.1813 hartree
X, exchange kernel element        -0.1319 hartree
d = <g|z|u>                       0.9310 bohr
Hand calculation from the given data
w0 = eps_u - eps_g                0.7480 hartree
w0^2                              0.559504 hartree^2
K_upup = J + X                    0.0494 hartree
K_updown = J                      0.1813 hartree
Omega diagonal                    0.633406 hartree^2
Omega off-diagonal                0.271225 hartree^2
w0 + 4J + 2X                      1.2094 hartree
w0 + 2X                           0.4842 hartree
singlet w_S^2                     0.904631 hartree^2
triplet w_T^2                     0.362182 hartree^2
singlet w_S                       0.9511 hartree
triplet w_T                       0.6018 hartree
singlet w_S                       25.88 eV
triplet w_T                       16.38 eV
d^2                               0.866761 bohr^2
singlet oscillator strength f_S   0.8644 (no unit)
triplet oscillator strength f_T   0.0000 (no unit)
f_zz = 3 f_S (complete basis: 2)  2.5933 (no unit)
singlet transition dipole mu      1.1676 bohr
singlet with Hartree kernel only  1.0497 hartree
Unrounded integrals: Casida formula and real-time propagation
singlet, Casida                   0.951107 hartree
singlet, real time                0.951107 hartree
triplet, Casida                   0.601870 hartree
triplet, real time                0.601870 hartree
f_S, Casida                       0.86454 (no unit)
f_S, real time                    0.86454 (no unit)
kick strength                     0.001 1/bohr
time step                         0.05 atomic units of time
propagation time                  12.0 atomic units of time
\end{verbatim}
